\section*{Series resistance and mobility from transistor resistance versus gate length}

\section*{Question}

I have a set of germanium p-channel transistors on one chip. They share the width $W=10\ \mu\mathrm{m}$ and the gate stack and differ in gate length $L$. At 300 K I apply a drain voltage of 50 mV, and I adjust the gate voltage of each device so that it sits 0.60 V beyond that device's own threshold. The total resistance, drain voltage divided by drain current, comes out as 137, 211, 290, 363 and 440 $\Omega$ for $L=200$, 400, 600, 800 and 1000 nm. The inversion capacitance corresponds to 1.5 nm of silicon dioxide.

I am supposed to get the series resistance and the effective mobility from a straight-line fit, but three things stop me.

First, if I calculate a mobility from each device separately, I get 110 cm$^2$/Vs from the shortest and 172 cm$^2$/Vs from the longest. Which one is right?

Second, current through the source resistance uses up part of my gate voltage, and it does so more in short devices, where the current is larger. So the channel does not really see a fixed overdrive. Why should the plot be straight at all?

Third, is the intercept really the series resistance, and how far can I trust it?

(The readings are invented for practice; the device parameters are meant to be roughly typical.)

\section*{Answer}

\subsection*{Why the plot is straight}

I use magnitudes for all voltages and currents, so the p-channel signs drop out. Let $V_{ov}=V_{GS}-V_T$ be the overdrive and $V_{DS}$ the drain voltage, both at the external terminals. Let $R_S$ and $R_D$ be the resistances on the source and drain sides, with $R_{SD}=R_S+R_D$. For now, $L$ is both the gate length and the channel length.

Let $V(x)$ be the channel potential at distance $x$ from the source end, measured from the \emph{external} source terminal. In strong inversion the mobile charge per area is $C(V_{ov}-V)$, where $C$ is the inversion capacitance per area. With a mobility $\mu$ that is constant along the channel, Ohm's law at each point reads
\begin{equation}
I = W\mu C\,(V_{ov}-V)\,\frac{dV}{dx}.
\end{equation}
The series resistances enter through the end values: $V(0)=IR_S$ and $V(L)=V_{DS}-IR_D$. The current $I$ is the same at every $x$, so integrating over the channel gives
\begin{equation}
\frac{IL}{W\mu C}=\int_{IR_S}^{V_{DS}-IR_D}(V_{ov}-V)\,dV .
\end{equation}
The integral of a linear function is the width of the interval times the value at its midpoint. The width is $V_{DS}-IR_{SD}$, and the midpoint is $\tfrac12[V_{DS}+I(R_S-R_D)]$. Hence
\begin{equation}
\frac{IL}{W\mu C}=\Big[V_{ov}-\frac{V_{DS}}{2}-\frac{I(R_S-R_D)}{2}\Big]\,(V_{DS}-IR_{SD}).
\label{eq:general}
\end{equation}

This settles your second point. If the two sides are equal, $R_S=R_D$, the current disappears from the square bracket. The source resistance does raise the potential at the source end, but the drain resistance lowers it at the drain end by the same amount. The midpoint stays at $V_{DS}/2$, and the charge per area at that potential stays at $C(V_{ov}-V_{DS}/2)$. Write $V'=V_{ov}-V_{DS}/2$ and divide by $IV'$:
\begin{equation}
\frac{L}{W\mu C V'}=\frac{V_{DS}}{I}-R_{SD}.
\end{equation}
The total resistance is therefore
\begin{equation}
R_{tot}=R_{SD}+mL,\qquad m=\frac{1}{W\mu C V'} .
\label{eq:line}
\end{equation}
Within this model, with $R_S=R_D$, the overdrive needs no correction for the series resistance. The model leaves out the body effect, which turns the charge into $C(V_{ov}-\alpha V)$ with $\alpha$ somewhat above one. The line then stays straight with $V'=V_{ov}-\alpha V_{DS}/2$; for $\alpha=1.2$, using $\alpha=1$ makes the mobility 0.9\% too low. A numerical solution of the channel equation with the two resistors attached, for your five lengths and the values found below, agrees with the line to a relative $6\times10^{-11}$.

\subsection*{Fitting the line}

Least squares minimizes $\sum_i(R_i-b-mL_i)^2$ over the slope $m$ and the intercept $b$. Setting the derivative with respect to $b$ to zero gives $b=\bar R-m\bar L$, where bars denote means. With this $b$, the sum becomes $\sum_i(\delta R_i-m\,\delta L_i)^2$, where $\delta L_i=L_i-\bar L$ and $\delta R_i=R_i-\bar R$. Setting its derivative with respect to $m$ to zero gives
\begin{equation}
m=\frac{\sum_i\delta L_i\,\delta R_i}{S},\qquad S=\sum_i\delta L_i^2 .
\end{equation}
Your data have $\bar L=600$ nm, $\bar R=288.2\ \Omega$, $S=400000$ nm$^2$ and $\sum\delta L\,\delta R=151600$ nm\,$\Omega$. Therefore
\begin{align}
m&=\frac{151600}{400000}=0.379\ \Omega/\mathrm{nm},\\
b&=288.2-0.379\times600=60.8\ \Omega .
\end{align}
So $R_{SD}=60.8\ \Omega$. Multiplied by the width, this is 608 $\Omega\,\mu$m, a form that can be compared between devices of different width.

For the mobility, solve the slope formula for $\mu$. The capacitance is $C=3.9\,\varepsilon_0/(1.5\ \mathrm{nm})=2.302\ \mu\mathrm{F/cm^2}$, and $V'=0.600-0.025=0.575$ V. The slope in centimetre units is $3.79\times10^{6}\ \Omega$/cm, and $W=10^{-3}$ cm. Then
\begin{align}
\mu&=\frac{1}{mWCV'}\nonumber\\
&=\frac{1}{(3.79\times10^{6})(10^{-3})(2.302\times10^{-6})(0.575)}\nonumber\\
&=199\ \mathrm{cm^2/Vs}.
\end{align}
The units work out because $\Omega\,$F is a second, which leaves V\,s/cm$^2$ in the denominator. If the term $V_{DS}/2$ were dropped, the result would be 191 cm$^2$/Vs, about 4\% lower.

This is the mobility at one hole density, $CV'/q=8.3\times10^{12}$ cm$^{-2}$. Another overdrive gives another density and, in general, another mobility. The slope also contains $V'$ directly. For both reasons the overdrive has to be the same for all points of one line.

\subsection*{Why the single-device values disagree}

Neither of your two values is the channel mobility. A single-device calculation assigns the whole resistance to the channel:
\begin{equation}
\mu_{single}=\frac{L}{R_{tot}WCV'}=\mu\,\frac{mL}{R_{SD}+mL}.
\end{equation}
The last form follows from $1/(WCV')=\mu m$. The factor is the channel's share of the total resistance. It tends to one for long channels and to zero for short ones.

\begin{center}
\begin{tabular}{cccc}
$L$ (nm) & $R_{tot}$ ($\Omega$) & line ($\Omega$) & $\mu_{single}$ (cm$^2$/Vs)\\
200 & 137 & 136.6 & 110\\
400 & 211 & 212.4 & 143\\
600 & 290 & 288.2 & 156\\
800 & 363 & 364.0 & 166\\
1000 & 440 & 439.8 & 172
\end{tabular}
\end{center}

Even at 1000 nm the single-device value is 14\% below the fitted one. The trend in the last column is what a constant mobility with a constant series resistance produces; it is no evidence that the mobility itself falls in short channels. Nor does a straight line prove that it does not. The fit assumes one mobility for all lengths, and in real devices halo doping, strain or defects near the junctions can break this. If $1/\mu$ is proportional to $1+a/L$, the channel resistance is $m(L+a)$: the line stays exactly straight, the slope gives the long-channel mobility, and $ma$ joins the intercept. For $a=30$ nm the mobility at 200 nm is 13\% below the fitted one and the intercept contains an extra 11 $\Omega$.

\subsection*{Statistical errors}

The residuals, reading minus line, are $0.4$, $-1.4$, $1.8$, $-1.0$ and $0.2\ \Omega$. Their squares add up to 6.4 $\Omega^2$. Two parameters were fitted to five points, so three degrees of freedom remain, and the estimated scatter of one reading is $s=\sqrt{6.4/3}=1.46\ \Omega$.

Assume independent reading errors of equal size. Since $\sum\delta L_i=0$, the slope can be written as $m=\sum\delta L_iR_i/S$. Its variance is $s^2\sum\delta L_i^2/S^2=s^2/S$. The covariance of $m$ and $\bar R$ is proportional to $\sum\delta L_i$ and vanishes, so the variances of the two terms in $b=\bar R-m\bar L$ add:
\begin{equation}
\sigma_m=\frac{s}{\sqrt S},\qquad
\sigma_b=s\sqrt{\frac1N+\frac{\bar L^2}{S}} .
\end{equation}
With $N=5$ this gives $\sigma_m=0.0023\ \Omega$/nm and $\sigma_b=1.46\sqrt{0.2+0.9}=1.5\ \Omega$. The larger term under the root, 0.9, comes from extrapolating from the mean length to zero. The mobility has the same relative error as the slope, 0.6\%, or 1.2 cm$^2$/Vs.

With three degrees of freedom, and normally distributed errors, a 95\% interval extends 3.18 standard errors to each side:
\begin{equation}
R_{SD}=61\pm5\ \Omega,\qquad \mu=199\pm4\ \mathrm{cm^2/Vs}.
\end{equation}
These intervals cover the scatter of the readings and nothing else. An error in $C$ or $W$ passes into the mobility in proportion. If the overdrive put into the formula is 20 mV higher than the true one in all devices, the mobility comes out too low by about $20/575=3.5\%$. None of these common errors touches the intercept.

\subsection*{When the intercept is not the series resistance}

Suppose the source and drain regions reach under the gate, so that the channel is shorter than the gate by $\Delta L$. The channel length in (\ref{eq:line}) is then $L-\Delta L$, with $L$ now the gate length:
\begin{equation}
R_{tot}=R_{SD}+m(L-\Delta L)=(R_{SD}-m\Delta L)+mL .
\end{equation}
The slope, and with it the mobility, is unchanged, but the intercept is too small by $m\Delta L$. If your devices had $\Delta L=20$ nm, the series resistance would be $60.8+0.379\times20=68.4\ \Omega$. That shift is larger than the 95\% half-width, and one line cannot reveal it.

A second overdrive can, if the readings are precise enough. At $L=\Delta L$ the channel term vanishes, so lines of different slope all pass through the point $(\Delta L,R_{SD})$, provided neither quantity depends on overdrive. Equating $b_1+m_1L$ and $b_2+m_2L$ places the crossing at
\begin{equation}
L_\times=\frac{b_2-b_1}{m_1-m_2}.
\end{equation}

As a test I took a separate model set with $\Delta L=20$ nm, $R_{SD}=60\ \Omega$, and mobilities of 200 and 220 cm$^2$/Vs at overdrives of 0.60 and 0.40 V, with the same width, capacitance and drain voltage as yours. The fitted slopes are 0.3777 and 0.5265 $\Omega$/nm, and the intercepts are 52.45 and 49.47 $\Omega$. The lines cross at 20.0 nm and 60.0 $\Omega$, as they should.

These model data are free of noise. With independent reading errors of $1.46\ \Omega$, as in your data, each line is uncertain at $L=20$ nm by $1.46\sqrt{0.2+580^2/400000}=1.5\ \Omega$. The standard error of the crossing length is then about $\sqrt2\times1.5/0.149=14$ nm, so an offset of 20 nm could not be told reliably from zero. More precise readings, or averages over many devices, would be needed.

The proviso matters. Let the series resistance at the second overdrive be larger by $\delta$. The crossing condition becomes $R_{SD}+m_1(L-\Delta L)=R_{SD}+\delta+m_2(L-\Delta L)$, so
\begin{equation}
L_\times-\Delta L=\frac{\delta}{m_1-m_2}.
\end{equation}
For $\delta=5\ \Omega$ in the model set this is $5/(-0.1488)=-34$ nm. The lines then cross at $-13.6$ nm and 47.3 $\Omega$, which is wrong in both coordinates. A gate that also modulates the resistance of the regions next to the channel causes this kind of error. So does the ballistic resistance described below, because it depends on the hole density and hence on the overdrive. Closely spaced overdrives make it worse for a given $\delta$, because $m_1-m_2$ is then small.

\subsection*{Other contributions hidden in the intercept}

\textbf{Unequal source and drain resistances.} If all of $R_{SD}$ sits on the source side, the square bracket in (\ref{eq:general}) is $V'-IR_{SD}/2$. To first order, the channel resistance grows by the fraction $IR_{SD}/(2V')$. In long devices $I\approx V_{DS}/(mL)$, so the added resistance tends to the constant $V_{DS}R_{SD}/(2V')=2.6\ \Omega$ and looks like series resistance. Your devices have not reached this limit: the added resistance is this constant times $mL/(R_{SD}+mL)$, which rises from 1.5 $\Omega$ at 200 nm to 2.3 $\Omega$ at 1000 nm, so part of it goes into the slope. Refitting the five solved devices with this placement moves the intercept by $+1.4\ \Omega$ and the mobility by $-0.25\%$.

\textbf{Velocity saturation.} Let the drift velocity be $v=\mu E/(1+\mu E/v_{sat})$ with $E=dV/dx$. Putting this into $I=WC(V_{ov}-V)v$ and multiplying by the denominator gives
\begin{equation}
I\Big(1+\frac{\mu}{v_{sat}}\frac{dV}{dx}\Big)=W\mu C(V_{ov}-V)\frac{dV}{dx}.
\end{equation}
Integrate over the channel, with voltage drop $V_{ch}$ and equal series resistances. The right side becomes $W\mu CV'V_{ch}$, so
\begin{equation}
\frac{V_{ch}}{I}=m\Big(L+\frac{\mu V_{ch}}{v_{sat}}\Big).
\end{equation}
The channel acts as if it were longer. In your shortest device $V_{ch}=27.8$ mV, and with a rough $v_{sat}=6\times10^6$ cm/s the extra length is about 9 nm. The refit gives $+3.4\ \Omega$ in the intercept and $-0.6\%$ in the mobility. These figures belong to the empirical law chosen, whose correction is linear in the field. With $v=\mu E/\sqrt{1+(\mu E/v_{sat})^2}$ the correction is quadratic and the intercept moves by only about 0.1 $\Omega$, so 3.4 $\Omega$ is the high estimate of the two. A lower drain voltage reduces this effect and the previous one.

\textbf{Ballistic resistance.} Even a channel without scattering has a finite resistance $R_{bal}$. To see where it goes, let $F_+$ and $F_-$ be the hole fluxes towards drain and source, and let backscattering with mean free path $\lambda$ exchange them:
\begin{equation}
\frac{dF_+}{dx}=\frac{dF_-}{dx}=-\frac{F_+-F_-}{\lambda}.
\end{equation}
The net flux $J=F_+-F_-$ is constant, so $F_+(L)=F_+(0)-JL/\lambda$. With nothing injected from the drain, $F_-(L)=0$ and $F_+(L)=J$. Hence $F_+(0)=J(1+L/\lambda)$, and the transmitted fraction is $\lambda/(\lambda+L)$. With one $\lambda$ for all energies, the channel resistance is
\begin{equation}
R_{ch}=R_{bal}\Big(1+\frac L\lambda\Big)=R_{bal}+mL,\qquad m=\frac{R_{bal}}{\lambda}.
\end{equation}
The slope still gives the mobility of a long channel, while $R_{bal}$ goes into the intercept. The two-flux picture ignores the spread of directions in the plane; with isotropic scattering in two dimensions the intercept term is about 4\% larger than $R_{bal}$.

Its size follows from counting modes. One spin-degenerate, isotropic subband filled to the wave number $k_F=\sqrt{2\pi n}$, with $n$ the hole density, has $k_FW/\pi$ modes across the width. Each conducts $2q^2/h$, so in the degenerate limit
\begin{equation}
R_{bal}=\frac{h}{2q^2}\,\frac{\pi}{k_FW}=5.6\ \Omega .
\end{equation}
The hole mass has dropped out. At 300 K, with a rough mass of 0.2 free-electron masses, the Fermi level lies 3.8 $k_BT$ inside the band and $R_{bal}$ is 5.8 $\Omega$. About a tenth of your intercept would then belong to the channel rather than to contacts and access regions. The mean free path is $5.8/0.379=15$ nm, well below your shortest gate.

\textbf{One device off the common overdrive.} Suppose the threshold of the 200 nm device is 30 mV lower than assumed. It then has more overdrive, and its channel resistance of 75.8 $\Omega$ falls by about $75.8\times30/605=3.8\ \Omega$. From the fit formulas, the intercept responds to reading $i$ with the weight $1/N-\bar L\,\delta L_i/S$, which is $0.2+0.6=0.8$ for this device. The estimate is $-3.0\ \Omega$, and the full refit also gives $-3.0\ \Omega$, with a mobility shift of $-1.0\%$. The shortest device has the largest weight in the intercept, but a threshold error changes the channel resistance in proportion to $L$. If only the 1000 nm device were off by the same 30 mV, its resistance would fall by about $379\times30/605=18.8\ \Omega$. Its weight is $0.2-0.6=-0.4$, so the intercept would move by $+7.5\ \Omega$, and the mobility would rise by about 5\%. An error of this size would show, however: it alone gives a residual scatter of $18.8\sqrt{0.4/3}=6.9\ \Omega$, far above your 1.46 $\Omega$, whereas the error in the 200 nm device gives only 1.4 $\Omega$ and could hide. A threshold error proportional to $1/L$ changes all resistances by nearly the same amount and leaves almost no trace in the residuals. The threshold therefore has to be determined with care for every device, not only for the shortest.

\subsection*{How this compares with real germanium devices}

Your capacitance, hole density and mobility are in the rough range of germanium p-channel test transistors. The series resistance of 608 $\Omega\,\mu$m is high for a scaled device, where a few hundred $\Omega\,\mu$m or less is wanted. Germanium interfaces tend to hold many traps, which breaks the assumption that all the induced charge is mobile. For $10^{12}$ traps per cm$^2$ and eV, filled over 0.2 eV, the trapped share is 2.4\%, and the mobility of the free holes would be higher than the fitted value by about that much. Several hole subbands may also be occupied. In the degenerate limit, sharing a fixed density among them increases the sum of their $k_F$ and so lowers $R_{bal}$. Other effects are small here by rough estimates: self-heating of no more than about 0.1 K in the shortest device if it sits on bulk germanium (more on a buried oxide), and gate leakage of 0.09\% of the drain current in the longest for a leakage of 1 A/cm$^2$. The mean lateral field in the shortest device is 1.4 kV/cm, far below breakdown. Temperature matters more: if the mobility follows a rough $1/T$ law, it is about 167 cm$^2$/Vs at 358 K, so the value should be quoted with its temperature.

For your data, then, the mobility is the firmer result, provided all lengths share one mobility. Unequal series resistances and velocity saturation each move it by less than 1\% in the estimates above, and the traps by 2.4\% at the trap density assumed here (in proportion more at a poorer interface), although errors in capacitance or overdrive come on top. The intercept is less secure: several effects each shift it by 3 to 8 $\Omega$, comparable with or larger than its statistical half-width of 5 $\Omega$. I would report 61 $\Omega$ as the resistance extrapolated to zero gate length, and call it the contact and access resistance only after $\Delta L$, the ballistic part and the other shifts above have been corrected for or shown to be small. The remaining figures are in the numerical output below.

\section*{Computed values}
\begin{verbatim}
Width 10 um; CET 1.5 nm; T 300 K
Overdrive 0.60 V; drain voltage 50 mV
Capacitance 2.302 uF/cm2
V_ov - V_DS/2 = 0.575 V; holes 8.26e+12 cm^-2
L 200 nm: R 137, line 136.6 ohm; mobility if R_SD ignored 110.3 cm2/Vs
L 400 nm: R 211, line 212.4 ohm; mobility if R_SD ignored 143.2 cm2/Vs
L 600 nm: R 290, line 288.2 ohm; mobility if R_SD ignored 156.3 cm2/Vs
L 800 nm: R 363, line 364.0 ohm; mobility if R_SD ignored 166.5 cm2/Vs
L 1000 nm: R 440, line 439.8 ohm; mobility if R_SD ignored 171.7 cm2/Vs
Mean L 600 nm; mean R 288.2 ohm
Sum dL^2 400000 nm^2
Sum dL dR 151600 nm ohm
Slope 0.3790 +- 0.0023 ohm/nm (std. error)
Intercept R_SD 60.8 +- 1.5 ohm (std. error)
R_SD times width 608 ohm um
Residual scatter 1.46 ohm; 95% t factor 3.18
95% half-widths: R_SD 4.9 ohm, mobility 3.9 cm2/Vs
Effective mobility 199.3 +- 1.2 cm2/Vs (std. error)
Mobility if V_DS/2 is dropped 191.0 cm2/Vs
Largest relative gap, solved channel vs line 6e-11
Shifts of fitted R_SD and mobility:
 all R at source: +1.42 ohm, -0.25 %
 velocity saturation (6e+06 cm/s): +3.42 ohm, -0.59 %
 30 mV roll-off, shortest: -3.01 ohm, -0.98 %
R_SD from readings if offset is 20 nm: 68.4 ohm
Crossing test: overdrives 0.60, 0.40 V; mobilities 200, 220 cm2/Vs
 slopes 0.3777, 0.5265 ohm/nm
 intercepts 52.45, 49.47 ohm
 crossing at 20.00 nm, 60.00 ohm
 if R_SD is 65 not 60 ohm at 0.40 V: -13.6 nm, 47.3 ohm
Hole mass used 0.2 m0; Fermi level 3.8 kT in band
Ballistic resistance 5.8 ohm (degenerate limit 5.6 ohm)
Backscattering mean free path 15 nm
Shortest device: current 365 uA, channel drop 27.8 mV
 mean lateral field 1.39 kV/cm, heating 0.11 K
Trapped share of charge 2.4 % (1e+12 /cm2 eV over 0.2 eV)
Gate leakage, longest device 0.09 % of current (at 1 A/cm2)
Gate field from holes 0.75 MV/cm (permittivity 20)
Mobility at 358 K by a rough 1/T law 167 cm2/Vs
\end{verbatim}
